# The Carrier-Capture Barrier for Configuration-Coordinate Diabats of Equal Curvature

An amorphous-oxide transistor drifts under gate bias when carriers are captured by traps, and it can stay conducting after illumination when freed carriers are slow to return. In both cases the speed of capture can depend on how far the atoms around the trap must move before the carrier can change state.

Consider one electron and one trap. In the initial state the electron is at the conduction-band edge and the trap is empty. In the final state the electron sits on the trap. Each state has its own equilibrium arrangement of the atoms, and the energy of the initial minimum exceeds that of the final minimum by the energy release $W$. Capture is downhill when $W>0$.

The atomic motion is described by one mass-weighted coordinate $Q$, with $Q=0$ at the initial minimum and $Q=d>0$ at the final one. Both states are harmonic with the same angular frequency $\omega$. The energies are diabatic: each curve belongs to a fixed electronic character, and the electronic coupling $V$ between the two is left out of the curves.

The worked example is a model trap with round parameters, not a particular oxide: $W=0.60$ eV, $\hbar\omega=30$ meV, and an energy $\lambda=1.50$ eV whose meaning is set in part (a).

## (a) The two curves and their gap

**Write down both diabatic energies. Find the energy each state loses when it relaxes from the other state's minimum to its own, and find the gap between the curves as a function of $Q$.**

Take the final minimum as the zero of energy. Then

$$E_i(Q)=W+\tfrac12\omega^2Q^2,\qquad E_f(Q)=\tfrac12\omega^2(Q-d)^2 .$$

No mass appears because it is contained in $Q$. The relaxation energies are

$$E_f(0)-E_f(d)=\tfrac12\omega^2d^2,\qquad E_i(d)-E_i(0)=\tfrac12\omega^2d^2 .$$

They are equal because the curvatures are equal, so a single reorganization energy serves for both directions:

$$\lambda=\tfrac12\omega^2d^2 .$$

For the gap, expand the square in $E_f$:

$$G(Q)=E_i-E_f=W+\tfrac12\omega^2Q^2-\tfrac12\omega^2Q^2+\omega^2dQ-\tfrac12\omega^2d^2 .$$

The quadratic terms cancel, which leaves

$$G(Q)=W-\lambda+\omega^2d\,Q .$$

At the two minima, with $\omega^2d^2=2\lambda$,

$$G(0)=W-\lambda,\qquad G(d)=W+\lambda .$$

In the example $G(0)=0.60-1.50=-0.90$ eV. The negative sign means that, with the atoms arranged for the empty trap, the filled trap has the higher energy, although it is lower after relaxation. At the other minimum $G(d)=0.60+1.50=2.10$ eV. The displacement is $d=\sqrt{2\lambda}/\omega=3.73$ amu$^{1/2}$ Å.

## (b) The capture and emission barriers

**Find where the curves cross, and how far the crossing lies above each minimum.**

A linear function with nonzero slope has one zero, so there is one crossing. Setting $G(Q_c)=0$ gives

$$Q_c=\frac{\lambda-W}{\omega^2d}=\frac{\lambda-W}{2\lambda}\,d ,$$

where $\omega^2d=2\lambda/d$ was used. The energy needed to reach it from the initial minimum is

$$E_{\rm cap}=E_i(Q_c)-E_i(0)=\tfrac12\omega^2Q_c^2=\tfrac12\omega^2d^2\,\frac{(\lambda-W)^2}{4\lambda^2} .$$

The factor $\tfrac12\omega^2d^2$ is $\lambda$, and one power of $\lambda$ cancels:

$$\boxed{E_{\rm cap}=\frac{(W-\lambda)^2}{4\lambda}}$$

Since $W-\lambda=G(0)$, the barrier is the square of the vertical gap at the initial minimum, divided by $4\lambda$.

For emission the starting point is $Q=d$. The distance to the crossing follows from

$$Q_c-d=\frac{\lambda-W-2\lambda}{2\lambda}\,d=-\frac{\lambda+W}{2\lambda}\,d ,$$

so that

$$E_{\rm em}=\tfrac12\omega^2(Q_c-d)^2=\frac{(W+\lambda)^2}{4\lambda} .$$

The difference of the two barriers is

$$E_{\rm em}-E_{\rm cap}=\frac{(W+\lambda)^2-(W-\lambda)^2}{4\lambda}=\frac{4W\lambda}{4\lambda}=W ,$$

as it must be, because both are measured to the same crossing from minima that differ by $W$.

In the example $Q_c/d=0.90/3.00=0.30$, and

$$E_{\rm cap}=\frac{(0.90\ \text{eV})^2}{4\times1.50\ \text{eV}}=0.135\ \text{eV}\quad(2.16\times10^{-20}\ \text{J}) .$$

The emission barrier is $(2.10)^2/6.00=0.735$ eV, which is $0.135+0.60$ eV.

## (c) What happens as the release grows

**Follow the crossing as $W$ increases from zero at fixed $\lambda$. When is $E_{\rm cap}$ a barrier on the lower of the two curves?**

For $0\le W<\lambda$ the crossing lies between the minima. A path that always follows the lower curve climbs $E_i$ from $Q=0$ to $Q_c$ and then descends $E_f$ to $d$. The crossing is its highest point, and $E_{\rm cap}$ is an ordinary barrier. It falls from $\lambda/4$ at $W=0$ towards zero at $W=\lambda$, where the curves cross at the initial minimum itself.

For $W>\lambda$ the crossing has moved to $Q_c<0$, on the side away from the final minimum, and $E_{\rm cap}$ rises again. Now follow the lower curve from left to right. For $Q<Q_c$ it is $E_i$, which falls as $Q$ approaches $Q_c$ because $Q_c$ is negative. For $Q>Q_c$ it is $E_f$, which falls all the way to $d$. The lower curve has no barrier. The quantity $E_{\rm cap}$ is still the energy needed to bring the two diabatic states into resonance, starting from the initial state, which is the upper curve at $Q=0$. It therefore controls capture when the coupling is weak and the atoms move classically, but it is not a saddle point of the lower surface.

A release of $W=2.40$ eV illustrates this. It lies as far above $\lambda$ as $0.60$ eV lies below it, so the barrier is again $0.135$ eV, with the crossing at $Q_c/d=-0.30$.

## (d) More than one mode

**A real trap moves many atoms. Let both states have the same positive-definite Hessian matrix $H$, with minima separated by a vector $\mathbf d$. Find the lowest point at which the surfaces meet.**

Write $\mathbf x$ for the displacement from the initial minimum:

$$E_i=W+\tfrac12\mathbf x^{T}H\mathbf x,\qquad E_f=\tfrac12(\mathbf x-\mathbf d)^{T}H(\mathbf x-\mathbf d),\qquad \lambda=\tfrac12\mathbf d^{T}H\mathbf d .$$

The terms quadratic in $\mathbf x$ cancel in the difference, as before, and the surfaces meet where

$$W-\lambda+\mathbf d^{T}H\mathbf x=0 .$$

This is a plane. Its lowest point follows from the Cauchy–Schwarz inequality with $H$ as the metric:

$$(\mathbf d^{T}H\mathbf x)^2\le(\mathbf d^{T}H\mathbf d)(\mathbf x^{T}H\mathbf x) .$$

On the plane the left side is $(\lambda-W)^2$, and the first factor on the right is $2\lambda$. Dividing by $4\lambda$ gives

$$\tfrac12\mathbf x^{T}H\mathbf x\ge\frac{(\lambda-W)^2}{4\lambda} .$$

Equality holds when $\mathbf x$ is parallel to $\mathbf d$, and the plane contains such a point, $\mathbf x=\mathbf d(\lambda-W)/2\lambda$. The one-coordinate barrier is thus the minimum over all modes, and it lies on the straight line through the two minima, between them when $|W|<\lambda$. A numerical search on a four-mode model with $\lambda=1.50$ eV also gave $0.135$ eV.

## (e) From barrier to rate

**Treat the atomic motion classically at temperature $T$, and the coupling $V$ as weak and independent of $Q$. Show how $E_{\rm cap}$ enters the capture rate.**

For weak coupling the golden rule gives the rate for an electron in a given band-edge state. With classical atoms, energy conservation requires the gap to vanish:

$$k=\frac{2\pi}{\hbar}|V|^2\,\langle\delta(G)\rangle ,$$

where the average is over the thermal distribution of the initial state. That distribution is proportional to $\exp(-\omega^2Q^2/2k_BT)$, a Gaussian with mean zero and variance $k_BT/\omega^2$. Because $G$ is linear in $Q$, it is Gaussian too, with

$$\langle G\rangle=W-\lambda,\qquad \sigma_G^2=(\omega^2d)^2\,\frac{k_BT}{\omega^2}=\omega^2d^2k_BT=2\lambda k_BT .$$

The average of the delta function is the probability density of $G$ at zero:

$$\langle\delta(G)\rangle=\frac{1}{\sqrt{2\pi\sigma_G^2}}\exp\!\left[-\frac{(W-\lambda)^2}{2\sigma_G^2}\right]=\frac{1}{\sqrt{4\pi\lambda k_BT}}\,e^{-E_{\rm cap}/k_BT} .$$

The barrier of part (b) is therefore the exponent of the classical weak-coupling rate, for $W$ on either side of $\lambda$. An Arrhenius plot of this $k$ gives a slightly smaller slope. With $\beta=1/k_BT$, $\ln k=\text{const}+\tfrac12\ln\beta-\beta E_{\rm cap}$, and hence

$$-\frac{d\ln k}{d\beta}=E_{\rm cap}-\tfrac12k_BT .$$

At 300 K, $k_BT=0.0259$ eV and the Boltzmann factor is $e^{-0.135/0.02585}=5.4\times10^{-3}$. The gap fluctuates with standard deviation $0.28$ eV about its mean of $-0.90$ eV, so resonance is an excursion of a little more than three standard deviations. Direct quadrature over $Q$ reproduces the density at zero gap, $7.73\times10^{-3}$ eV$^{-1}$.

## (f) Three ways the formula loses accuracy

**Examine in turn quantized vibrations, a finite coupling, and unequal curvatures.**

*Quantized vibrations.* The classical average belongs to the limit in which $k_BT$ is large compared with $\hbar\omega$. At 300 K the example is not in this limit, since $25.9$ meV is below $30$ meV. In a quantum treatment an initial vibrational level $m$, with thermal weight $p_m$, must match a final level $m+W/\hbar\omega=m+20$. The density of zero gap becomes

$$\frac{1}{\hbar\omega}\sum_m p_m\,|\langle m+20\,|\,m\rangle|^2 ,$$

where the bracket is the overlap of oscillator states displaced by $d$. The factor $1/\hbar\omega$ spreads each sharp resonance over one level spacing, which stands for the slight broadening that other modes would supply. Evaluated numerically, this exceeds the classical density by a factor of $1.33$ at 300 K, $1.04$ at 600 K and $1.006$ at 1200 K. These factors belong to $W=0.60$ eV. The correction is not symmetric about $W=\lambda$, and it grows quickly for $W>\lambda$: at 300 K the factor is $1.9$ for $W=2.40$ eV, which has the same classical barrier, and $11$ for $W=3.0$ eV. In the formal limit $k_BT=10\hbar\omega$, tested for five releases from 0 to 4.5 eV, the two agree to within about 1 percent of the classical value.

*Finite coupling.* Let $|W|<\lambda$. The lower eigenvalue of the two-state energy matrix is

$$E_-=\tfrac12(E_i+E_f)-\tfrac12\sqrt{G^2+4V^2} .$$

The mean energy has slope $\omega^2(Q_c-d/2)=-\omega^2d\,W/2\lambda$ at the crossing, while $G$ has slope $\omega^2d$. To first order in the distance from the crossing the mean is therefore $E_i(Q_c)-(W/2\lambda)G$. With $r=W/\lambda$,

$$E_-\simeq E_i(Q_c)-\tfrac12\left[rG+\sqrt{G^2+4V^2}\right] .$$

The top of the barrier is where the bracket is smallest:

$$r+\frac{G}{\sqrt{G^2+4V^2}}=0\quad\Rightarrow\quad G=-\frac{2|V|r}{\sqrt{1-r^2}},\qquad \sqrt{G^2+4V^2}=\frac{2|V|}{\sqrt{1-r^2}} .$$

The bracket then equals $2|V|(1-r^2)/\sqrt{1-r^2}=2|V|\sqrt{1-r^2}$, and the barrier is lowered by

$$\Delta E\simeq|V|\sqrt{1-W^2/\lambda^2} .$$

This is the leading order in $V$, valid when $\Delta E$ is small compared with both $E_{\rm cap}$ and $E_{\rm em}$. The condition becomes strict as $|W|$ approaches $\lambda$, because the smaller barrier then vanishes faster than $\Delta E$. For $V=5$ meV and $r=0.40$ it gives $5\times0.917=4.58$ meV, against $4.55$ meV from the full matrix. Most of the difference comes from the initial minimum, which level repulsion lowers by $V^2/(\lambda-W)\approx0.03$ meV, so that the climb is longer by that amount. This lowering refers to the lower surface, and it sets the rate only when the system follows that surface through the crossing. At thermal speed $\hbar\,|dG/dt|\approx\hbar\omega\,\sigma_G$, so the Landau–Zener probability of doing so is about $2\pi V^2/(\hbar\omega\,\sigma_G)\approx0.02$ for $V=5$ meV at 300 K. The passage is then almost diabatic, and the rate of part (e) should not be multiplied by $e^{\Delta E/k_BT}$.

*Unequal curvatures.* Keep $W$ and the final-state relaxation energy $\lambda$, but let the final frequency be $0.8$ of the initial one. With $u=Q/d$ the crossing condition is

$$W+\frac{\lambda u^2}{0.8^2}=\lambda(1-u)^2 .$$

The quadratic terms no longer cancel. In eV the condition reads $0.844u^2+3.00u-0.90=0$, whose root between the minima is $u=0.278$. The barrier is $\lambda u^2/0.64=0.181$ eV instead of $0.135$ eV. The increase of $0.046$ eV reduces the Boltzmann factor at 300 K about sixfold. The direction of the change depends on what is held fixed: if the initial-state relaxation energy is kept at $1.50$ eV instead, the same frequency ratio lowers the barrier to $0.048$ eV. In this example, with $W=0.60$ eV and $V=5$ meV, a modest difference in frequency thus matters more than either of the other two corrections. For $W$ well above $\lambda$ the quantum correction is much larger than here, and this ordering need not hold.

## (g) Bias and light

**A gate bias changes the electrostatic potential at the trap relative to that at the carrier. How does the capture barrier respond? What does the same diagram say about illumination?**

If the carrier and the trap are at the same place, a smooth potential shifts both energies together and $W$ does not change. If the trap lies some distance away, for instance inside the gate insulator, its level moves relative to the band edge. Assume that this shift is rigid, so that $\lambda$ stays fixed. Then

$$\frac{dE_{\rm cap}}{dW}=\frac{W-\lambda}{2\lambda}=-\frac12\left(1-\frac W\lambda\right) .$$

For $W<\lambda$ a deeper level is easier to fill, and for $W>\lambda$ it is harder to fill. The slope is $-0.30$ in the example and $+0.30$ for the release of $2.40$ eV.

Suppose the bias raises $W$ from $0.60$ to $0.70$ eV. The new barrier is $(0.80)^2/6.00=0.107$ eV, a drop of $0.028$ eV, and the Boltzmann factor at 300 K grows by $e^{0.0283/0.02585}\approx3.0$. The emission barrier rises at the same time to $(2.20)^2/6.00=0.807$ eV, by $0.072$ eV, which slows release about sixteenfold. In this model, bias of this sign fills the trap faster and also holds the charge more firmly. These factors hold $V$ and the carrier density fixed. In a transistor the bias also changes the carrier density, $V$ depends on the distance to the trap, and the traps have a spread of $W$ and $\lambda$, so the factors describe the barrier term of one trap and not the measured drift.

Light acts on the filled trap at $Q=d$. If the atoms do not move during absorption, lifting the electron to the band edge costs $G(d)=W+\lambda=2.10$ eV, a visible photon, although the thermal depth is only $0.60$ eV. The emptied trap then relaxes towards $Q=0$. On the way it passes the crossing, several times if the motion is weakly damped. When the coupling is weak, each passage carries a small chance of recapture, and these chances can add up. If the electron is not recaptured, the trap gives up $\lambda=1.50$ eV as heat and settles at $Q=0$. From then on, classical recapture must wait for a fluctuation that supplies $E_{\rm cap}$.

Compared with a trap of the same $\lambda$ and $V$ but no barrier, recapture in the classical rate is slower by the Boltzmann factor, here about 185 times at 300 K. Quantized vibrations reduce this slowing somewhat. Whether this amounts to microseconds or hours depends on $V$, on the carrier density and on the number of traps, none of which the barrier determines. For $0\le W\le\lambda$ and equal curvatures the barrier cannot exceed $\lambda/4=0.375$ eV in this example, which bounds the slowing that it can cause. The bound does not survive unequal curvatures: with the frequency ratio $0.8$ of part (f) and the final-state relaxation energy held at $1.50$ eV, the barrier at $W=0$ is $0.463$ eV. The remaining values are in the numerical output.

## Numbers as computed

```
Energy release W: 0.60 eV
Reorganization energy lambda: 1.50 eV
Vibrational quantum: 30.0 meV
Angular frequency: 4.5578e+13 rad/s
Huang-Rhys factor lambda/quantum: 50.0 (no unit)
Displacement d: 3.733 amu^0.5 angstrom
Crossing point Q_c/d: 0.3000 (no unit)
Vertical gap at initial minimum: -0.900 eV
Vertical gap at final minimum: 2.100 eV
Capture barrier from crossing: 0.135000 eV
Capture barrier from formula: 0.135000 eV
Capture barrier converted: 2.1629e-20 J
Emission barrier: 0.735000 eV
Four-mode seam minimum: 0.135000 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Capture Boltzmann factor: 5.3963e-03 (no unit)
Gap standard deviation at 300 K: 0.2785 eV
Zero-gap density, quadrature: 7.73087e-03 1/eV
Zero-gap density, formula: 7.73040e-03 1/eV
Worst quantum deviation at kT = 10 quanta: 1.14 percent
Quantum/classical rate ratio at 300 K: 1.3336 (no unit)
Quantum/classical rate ratio at 600 K: 1.0405 (no unit)
Quantum/classical rate ratio at 1200 K: 1.0058 (no unit)
Electronic coupling V: 5.0 meV
Barrier lowering, two-state matrix: 4.552 meV
Barrier lowering, first order: 4.583 meV
Final/initial frequency, unequal case: 0.80 (no unit)
Capture barrier, unequal case: 0.1814 eV
Slope dE_cap/dW at W: -0.3000 (no unit)
Bias-induced increase of W: 0.10 eV
Capture barrier after bias shift: 0.106667 eV
Boltzmann-factor gain at 300 K: 2.992 (no unit)
Deep-trap energy release: 2.40 eV
Deep-trap crossing point Q_c/d: -0.3000 (no unit)
Deep-trap capture barrier: 0.135000 eV
Deep-trap slope dE_cap/dW: 0.3000 (no unit)
```
